# Void Area in a Re-entrant Trench Filled by Uniform Copper Growth

## Problem

A long trench has an 80 nm mouth, a 100 nm base and a depth of 200 nm. Its walls are flat, so the trench widens steadily from mouth to base. Copper grows on the field (the flat surface outside the trench), the walls and the floor, at the same speed everywhere, along the local normal. The mouth corners start sharp.

(a) At what copper thickness does the mouth seal?

(b) What is the cross-sectional area of the sealed void?

(c) How much does the rounding of the growing copper at the mouth corners matter?

The dimensions are those left after the barrier and seed layers have been deposited. The sharp corners are an idealisation, since layers of even thickness would already round them; Variation 1 treats a rounded start. The trench is long enough to be treated in cross-section, so every area is a volume per unit length.

**Notation.** Let $a=40$ nm and $b=50$ nm be the half-widths of mouth and base, and $H=200$ nm the depth. The coordinate $x$ is measured from the centreline and $z$ downward from the original field surface. The right wall is $x=a+tz$, with

$$t=\tan\theta=\frac{b-a}{H}=\frac{10}{200}=0.0500,\qquad \theta=2.862^\circ .$$

In formulas $\theta$ is in radians. The algebra holds for any single unit of length, the bohr included.

## Hints

1. After uniform growth to thickness $s$, the copper covers the points that lie within a distance $s$ of the starting surface. What does this rule give around a sharp corner that projects into the bath?
2. To find when the trench seals, follow the distance from a point on the centreline to the nearest solid. Where, near the mouth, is it smallest?
3. At sealing, half of the void is bounded by three pieces: an arc, a shifted wall and a shifted floor. Find where the arc joins the wall, then integrate the half-width over depth.
4. For part (c), extend the shifted field and wall planes until they meet in a sharp edge, and ask how far that edge lies from the original solid.

## Solution

### Shape of the growing front

A flat face moves parallel to itself. At the mouth corner $(a,0)$ the solid projects into the bath. The points at distance $s$ from this corner form an arc, which joins the shifted field to the shifted wall. A sharp starting corner therefore acquires a round copper front. At the base, the shifted wall and floor simply intersect, and no arc is needed.

The direction down the right wall is $(\sin\theta,\cos\theta)$. The unit normal pointing into the trench is

$$\mathbf n=(-\cos\theta,\ \sin\theta).$$

Its scalar product with the wall direction vanishes. Its $z$ component is positive, because the overhanging wall faces slightly downward.

A point on the shifted wall is the corner, plus $s\mathbf n$, plus a length $\lambda$ along the wall:

$$x=a-s\cos\theta+\lambda\sin\theta,\qquad z=s\sin\theta+\lambda\cos\theta .$$

The second equation gives $\lambda=(z-s\sin\theta)/\cos\theta$. Inserting this in the first,

$$x=a+tz-s\left(\cos\theta+\frac{\sin^2\theta}{\cos\theta}\right)=a+tz-\frac{s}{\cos\theta}. \tag{1}$$

The wall thus keeps its slope and shifts horizontally by $s/\cos\theta$.

### (a) Sealing thickness

By symmetry it is enough to consider the distance from $(0,z)$ to the right half of the solid. The vector from the corner to this point is $(-a,z)$. Its component along the wall is

$$-a\sin\theta+z\cos\theta .$$

When this is negative, that is for $z<at$, the perpendicular from the point to the wall line misses the real wall, and the nearest solid point is the corner. The distance is then

$$d(z)=\sqrt{a^2+z^2}\ \ge\ a ,$$

with its minimum at $z=0$. For $z\ge at$ the nearest wall point lies on the flat wall, and

$$d(z)=(a+tz)\cos\theta=a\cos\theta+z\sin\theta .$$

This increases with depth from the value $a/\cos\theta$ at $z=at$, so it stays above $a$. Close to the floor, the floor itself is nearer, but this only describes the rising copper floor. The centreline is therefore first blocked at the level of the original mouth, when

$$s_c=a=40\ \text{nm}.$$

The point that seals is the part of the arc whose normal is horizontal. The arc contains such a point because its normals turn from straight up, at the field, to slightly below horizontal, at the wall.

### (b) Area of the void

Set $s=a$. The arc has centre $(a,0)$ and radius $a$, so in the right half of the trench

$$x_{\rm arc}(z)=a-\sqrt{a^2-z^2}.$$

It meets the shifted wall at the corner displaced by $a\mathbf n$, which is the point

$$x=a(1-\cos\theta),\qquad z=a\sin\theta .$$

The floor has risen to $z=H-a$. The straight part of the void wall therefore spans the height

$$L=H-a-a\sin\theta=H-a(1+\sin\theta). \tag{2}$$

The half-area beside the arc follows with $z=a\sin\varphi$, $dz=a\cos\varphi\,d\varphi$:

$$\int_0^{a\sin\theta}\!\left(a-\sqrt{a^2-z^2}\right)dz
=a^2\sin\theta-a^2\int_0^\theta\cos^2\varphi\,d\varphi .$$

Since $\cos^2\varphi=(1+\cos2\varphi)/2$, the last integral is $\theta/2+(\sin2\theta)/4=\theta/2+(\sin\theta\cos\theta)/2$. The arc part is then

$$a^2\left(\sin\theta-\frac{\theta}{2}-\frac{\sin\theta\cos\theta}{2}\right).$$

Below it lies a trapezoid. Its half-width starts at $a(1-\cos\theta)$ and grows with slope $t$ over the height $L$, which gives $La(1-\cos\theta)+tL^2/2$. Adding the parts and doubling for the two sides,

$$A=2a^2\left(\sin\theta-\frac{\theta}{2}-\frac{\sin\theta\cos\theta}{2}\right)+2La(1-\cos\theta)+tL^2 . \tag{3}$$

For the given trench, equation (2) gives

$$L=200-40\,(1+\sin2.862^\circ)=158.002\ \text{nm}.$$

The three terms of (3) are, in order,

$$A=0.066+15.77+1248.24=1264.1\ \text{nm}^2 .$$

The void area is about $1264\ \text{nm}^2$, or $1.264\times10^5\ \text{Å}^2$. The void is $200-40=160$ nm high and 15.9 nm wide at its floor. The original cross-section is $(a+b)H=90\times200=18000\ \text{nm}^2$, so 7.0 % of the trench remains empty.

A direct numerical search for the points more than 40 nm from the starting surface, made without equation (3), also gives $1264.1\ \text{nm}^2$. In the same geometry, the uncovered space is one connected region 0.5 nm before sealing and two separate regions 0.5 nm after it.

### What controls the area

For a small taper, equation (3) can be expanded in $t$. To second order $\sin\theta\simeq t$ and $1-\cos\theta\simeq t^2/2$, while the arc term is of order $t^3$. With $L\simeq(H-a)-at$,

$$tL^2\simeq t(H-a)^2-2at^2(H-a),\qquad 2La(1-\cos\theta)\simeq at^2(H-a).$$

The sum is

$$A\simeq t(H-a)^2-at^2(H-a). \tag{4}$$

Here this is $1280-16=1264\ \text{nm}^2$. The leading term describes a thin triangle of height $H-a$ and full base width $2t(H-a)$. At fixed $a$ and $H$, the void area is thus nearly proportional to the taper.

For vertical walls, $t=0$ and $A=0$. The whole centreline between the mouth and the risen floor is then at distance $a$ from a wall, so the walls meet along it at the same moment. The model leaves a seam of zero width. It says nothing about how well the two copper surfaces bond there.

Equation (3) requires $b>a$ and $L>0$, that is $H>a(1+\sin\theta)$. In a shallower trench the rising floor cuts into the arc, and the integral must stop there. If $H\le a$, the floor reaches the mouth level by the time the mouth would seal, and no void remains.

### (c) The effect of rounding

Suppose the arc is ignored, and the shifted wall and field planes are extended until they meet in a sharp edge. The shifted field lies at $z=-s$. From (1), the edge is at

$$x=a-ts-\frac{s}{\cos\theta}.$$

The two edges would touch on the centreline when $x=0$, at

$$s_m=\frac{a}{t+1/\cos\theta}=38.05\ \text{nm}.$$

The enclosed space is a triangle with its apex at $z=-s_m$ and its base at $z=H-s_m$. Its height is $H$ and its half-base is $tH$, so its area is

$$A_m=tH^2=0.0500\times200^2=2000\ \text{nm}^2 .$$

This front contradicts uniform growth. Its edge lies at a distance

$$\sqrt{a^2+s_m^2}=\sqrt{40^2+38.05^2}=55.21\ \text{nm}$$

from the nearest solid, although only 38.05 nm of copper has grown. The correct arc delays sealing to 40 nm and lowers the closing point from above the field to the original mouth level. The area falls from 2000 to $1264\ \text{nm}^2$, a reduction of 36.8 % relative to the sharp-edged construction.

The arc term in (3) is only $0.066\ \text{nm}^2$, yet rounding changes the answer by hundreds of $\text{nm}^2$. Its influence comes through the time and place of sealing. The small area beside the arc itself hardly matters.

### Comparison with a real copper line

The dimensions are of the rough size of a copper damascene line, a trench in an insulator that is filled by plating and then polished flat. Take rough bath values: current density $j=10\ \text{mA/cm}^2$, copper concentration $c_0=0.50$ mol/L, diffusion coefficient $D=5\times10^{-10}\ \text{m}^2/\text{s}$ and copper molar volume $V_m=7.1\ \text{cm}^3/\text{mol}$. Two electrons deposit one copper atom, so the growth speed is $jV_m/(2F)\simeq3.7$ nm/s, where $F$ is the Faraday constant. The mouth then seals after about 11 s.

Real growth is not perfectly uniform, because copper ions must diffuse down the trench. Let $w(z)$ be the open width at depth $z$ and $\ell(z)$ the length of copper surface below that depth. In steady one-dimensional diffusion, the flux through the gap feeds the surface below, so $-Dw\,dc/dz=(j/2F)\,\ell$. If the growth rate is proportional to concentration, the fractional lag behind the mouth is, to first order,

$$\delta(z)=\frac{j}{2FDc_0}\int_0^z\frac{\ell(z')}{w(z')}\,dz' .$$

At the start it is about 0.14 % at the floor. As the mouth closes, $w$ there tends to zero and the lag everywhere below it rises steeply. Integrating the missing growth over the surface below the mouth, and over thickness up to sealing, adds about $33\ \text{nm}^2$ to the void, or 2.6 % of its area. This is an overcount, because it includes growth missing from parts of the surface that the advancing floor and walls later cover. Leaving those parts out gives about $27\ \text{nm}^2$. This figure takes the concentration at the mouth equal to $c_0$. A diffusion layer 50 to 100 µm thick above the wafer would lower it by 10 to 21 % at this current and raise the figure to 30 to $34\ \text{nm}^2$. Spread over the 336 nm of void surface, the lag averages about 0.08 nm, less than one copper atom. About a fifth of it builds up in the last nanometre of growth, when the gap is only a few atoms wide and continuum diffusion is doubtful. The estimate therefore fixes only the scale of the effect, a few per cent.

After sealing, the cavity is enclosed by metal and receives no plating current from outside. If all the copper in the trapped solution were nevertheless deposited, it would fill a fraction $c_0V_m$ of the void, about 0.4 %.

An error of 2 nm in the mouth width matters more than this. With base and depth held fixed, a 78 nm mouth gives $1406.8\ \text{nm}^2$, an increase of 11 %. The final digits of 1264 therefore belong to the stated geometry and should not be read as a prediction for a manufactured line.

The assumption that superfilling baths break deliberately is equal speed on all faces: their additives make copper grow faster from the bottom. A simple geometrical yardstick is to let the floor alone grow $\kappa$ times as fast as the walls. At sealing the floor is then at $z=H-\kappa a$. It reaches the mouth level, leaving no void, when $\kappa=H/a=5.0$. This is not a model of the additives, which also change growth on the corners and walls.

## Variation 1: a mouth corner that starts rounded

*Replace each sharp mouth corner by a circular arc of radius $\rho=5$ nm, tangent to the field and to the wall. Keep the wall planes and the floor fixed. Find the new void area.*

The centre of the starting arc lies inside the solid, at depth $\rho$ and at perpendicular distance $\rho$ behind the wall. If its horizontal coordinate is $R$, then

$$(R-a-t\rho)\cos\theta=\rho
\quad\Longrightarrow\quad
R=a+\rho\left(t+\frac{1}{\cos\theta}\right).$$

After growth $s$ the arc has radius $\rho+s$. It reaches the centreline when this radius equals $R$, so

$$s_c=R-\rho=40.256\ \text{nm},\qquad R=45.256\ \text{nm}.$$

The closing point is now at depth $\rho$, and the floor is at $H-s_c$. The void height is therefore $H-s_c-\rho=H-R$. The arc at sealing has radius $R$ and its centre at $x=R$, so the void has the shape found before with $a$ replaced by $R$. Equation (3), with $L=H-R(1+\sin\theta)$ and the same $\theta$, gives

$$A=1179.9\ \text{nm}^2 .$$

This is 6.7 % less than for the sharp corner. Rounding the corner widens the narrowest opening only slightly, from 80 to 80.5 nm, yet this accounts for nearly all of the change. Sealing comes 0.256 nm of growth later, and in that time copper covers a further layer along the whole inner surface, which is about 336 nm long. This removes about $0.256\times336\simeq86\ \text{nm}^2$ to first order. The actual change, $84.2\ \text{nm}^2$, is slightly smaller, because in the top few nanometres the gap is narrower than the two added layers, which the estimate counts in full. The void also closes 5 nm lower down, but its tip is so thin that the lost height accounts for less than $1\ \text{nm}^2$. A direct distance calculation for this rounded trench also gives $1179.9\ \text{nm}^2$.

## Variation 2: rough copper bridges the mouth early

*The corners are sharp again. Small bumps at the mouth close the gap when the copper is 39 nm thick, 1 nm early on each side. The copper elsewhere is smooth, and the area of the bumps is neglected. Find the void area.*

When the front advances by $ds$, it covers an area $P\,ds$, where $P$ is the length of front below the mouth level. Hence $dA/ds=-P$. The upper limit of the region stays fixed at the mouth level, so it adds no further term. At $s=a$ the length consists of two arcs, two walls and the floor:

$$P=2\left[a\theta+\frac{L}{\cos\theta}\right]+15.90\ \text{nm}=336.3\ \text{nm}.$$

To first order, sealing 1 nm early adds $336.3\ \text{nm}^2$. The front was also slightly longer at the smaller thickness. For small taper, each nanometre of growth changes the two arcs by $2t$, the two walls by $-2(1+t)$ and the floor by $-2(1+t)$, all in nm. The total is $-2(2+t)=-4.1$ nm. The second-order contribution is therefore $\tfrac12\times4.1\times1^2\simeq2\ \text{nm}^2$. Together,

$$A\simeq1264.1+336.3+2=1602.4\ \text{nm}^2,$$

in agreement with the directly calculated area at 39 nm thickness. The void grows by 27 %, because stopping the growth 1 nm early leaves a 1 nm layer missing along the whole inner surface. The numerical output lists the main values.

## Numbers as computed

```
Mouth, base, depth: 80, 100, 200 nm
Wall slope t: 0.0500
Wall tilt from vertical: 2.862 degrees
Sealing thickness, formula: 40.000 nm
Sealing thickness, measured: 40.000 nm
Straight-wall height L: 158.002 nm
Area term, arcs (both sides): 0.066 nm^2
Area term, strip (both sides): 15.77 nm^2
Area term, wedge (both sides): 1248.24 nm^2
VOID AREA, formula: 1264.1 nm^2
VOID AREA, converted: 1.264e+05 angstrom^2
Void area, measured by distance: 1264.1 nm^2
Void height: 160.0 nm
Void width at its floor: 15.90 nm
Trench cross-section: 18000 nm^2
Void share of trench: 7.02 %
Separate open regions 0.5 nm before sealing: 1
Separate open regions 0.5 nm after sealing: 2
Mitred front, sealing thickness: 38.05 nm
Mitred front, void area: 2000.0 nm^2
Mitre tip distance from solid: 55.21 nm
Area cut by rounding: 36.8 %
Vertical walls, measured void: 0.000 nm^2
Starting corner radius tried: 5.0 nm
  sealing thickness: 40.256 nm
  void area, formula: 1179.9 nm^2
  void area, measured: 1179.9 nm^2
Strong taper test: mouth 60, base 220, depth 150 nm, radius 8 nm
  void area, formula: 4917.0 nm^2
  void area, measured: 4916.9 nm^2
Front length around void: 336.3 nm
Void if bridged 1 nm early per side: 1602.4 nm^2
Void if mouth is 78 nm: 1406.8 nm^2
Current density (rough): 10.0 mA/cm^2
Copper concentration (rough): 0.50 mol/L
Diffusion coefficient (rough): 5.0e-10 m^2/s
Copper molar volume (rough): 7.1 cm^3/mol
Growth speed: 3.68 nm/s
Time to seal: 10.9 s
Floor depletion at start: 0.142 %
Extra void from depletion (estimate): 33.4 nm^2
Void fillable by trapped copper: 0.35 %
Floor/wall speed ratio for no void: 5.0
```
